**Volume of an isotropic film on a flush square pad**

The program tests $V=L^2h+\pi Lh^2+2\pi h^3/3$, where $L$ is the pad side and $h$ the film thickness above the pad. It asserts that numerical integration of the height profile agrees with the total for thin, comparable and thick films, and with the face, side and corner terms separately. It also asserts the exposed area, the footprint, the thickness of equal shares, and the volumes for rounded and proud pads. A separate simulation grows the film from the bare pad in five coarse cycles on a 0.25 nm grid; its volume is 0.9% below the formula, within the asserted 1%. The same simulation with a cubic growth element agrees with the faceted volume to within 1.5%. For $L=40$ nm and $h=10$ nm the output gives 30661 nm³, which is 1.92 times the column above the pad. Of the departures sized, aligned cubic facets change the volume most, by 17%. The stray volume labelled "upper estimate" counts only nuclei outside the final footprint, so it is not a strict bound on all stray growth.

## Check in Python

```python
"""
Result under test: isotropic selective growth to thickness h on a flush square
pad of side L deposits
    V = L^2 h + pi L h^2 + 2 pi h^3 / 3.
L: pad side, h: film thickness above the pad, g: growth per cycle,
A and P: area and perimeter of a general convex pad, S: exposed film area.
The inert plane z = 0 neither grows film nor blocks lateral spreading.
All lengths are in nm unless a name says otherwise.
"""
import numpy as np
from scipy import constants

PI = np.pi


def convex_pad_volume(area, perimeter, h):
    return area * h + PI * perimeter * h**2 / 4 + 2 * PI * h**3 / 3


def square_terms(L, h):
    return np.array([L**2 * h, PI * L * h**2, 2 * PI * h**3 / 3])


def square_volume(L, h):
    return square_terms(L, h).sum()


def exposed_area(L, h):
    return L**2 + 2 * PI * L * h + 2 * PI * h**2


def quadrant_grid(L, h, n=1500):
    """Midpoints covering one quadrant of the film footprint."""
    step = (L / 2 + h) / n
    c = (np.arange(n) + 0.5) * step
    return c[:, None], c[None, :], step**2


def quadrature_pieces(L, h):
    """Face, side and corner volumes by summing the height profile."""
    x, y, cell = quadrant_grid(L, h)
    dx = np.maximum(x - L / 2, 0)
    dy = np.maximum(y - L / 2, 0)
    z = np.sqrt(np.maximum(h**2 - dx**2 - dy**2, 0))
    outside = (dx > 0).astype(int) + (dy > 0).astype(int)
    return np.array([4 * cell * z[outside == k].sum() for k in range(3)])


def quadrature_rounded_pad(L, h, r):
    x, y, cell = quadrant_grid(L, h)
    core = L / 2 - r
    q = np.hypot(np.maximum(x - core, 0), np.maximum(y - core, 0))
    d = np.maximum(q - r, 0)
    return 4 * cell * np.sqrt(np.maximum(h**2 - d**2, 0)).sum()


def quadrature_proud_pad(L, h, p):
    """Film volume on a raised block whose top and side walls all grow."""
    x, y, cell = quadrant_grid(L, h)
    d = np.hypot(np.maximum(x - L / 2, 0), np.maximum(y - L / 2, 0))
    top = np.where(d <= h, p + np.sqrt(np.maximum(h**2 - d**2, 0)), 0)
    return 4 * cell * top.sum() - L**2 * p


def grow_by_cycles(L, step, cells_per_cycle, cycles, cubic=False):
    """Grow repeatedly from the current film, starting with a bare pad."""
    m = cells_per_cycle
    pad_half = round(L / 2 / step)
    half = pad_half + m * cycles + m + 2
    i = np.arange(-half, half + 1)
    on_pad = (abs(i[:, None]) <= pad_half) & (abs(i[None, :]) <= pad_half)
    film = np.where(on_pad, 0.0, -np.inf)
    for _ in range(cycles):
        new = np.full_like(film, -np.inf)
        for a in range(-m, m + 1):
            for b in range(-m, m + 1):
                if cubic:
                    rise = m * step
                elif a * a + b * b <= m * m:
                    rise = step * np.sqrt(m * m - a * a - b * b)
                else:
                    continue
                shifted = np.roll(film, (a, b), axis=(0, 1))
                np.maximum(new, shifted + rise, out=new)
        film = new
    return step**2 * film[np.isfinite(film)].sum()


def close(value, reference, tolerance):
    return abs(value / reference - 1) < tolerance


# Example inputs; material and process values are rough typical values.
L, h, g, pitch = 40.0, 10.0, 0.05, 100.0
lattice = 0.392
temperature = 573.0
surface_energy = 2.5          # J/m^2
corner_radius, proud = 5.0, 1.0
delay_cycles = 10
stray_density_cm2 = 1e10

# Total volume for thin, comparable and thick films.
for side, thick in [(100.0, 1.0), (40.0, 10.0), (10.0, 30.0)]:
    numeric = quadrature_pieces(side, thick).sum()
    assert close(numeric, square_volume(side, thick), 5e-4)

# Each geometric contribution separately.
pieces = quadrature_pieces(L, h)
terms = square_terms(L, h)
assert np.all(abs(pieces / terms - 1) < 1e-3)

# Cycle-by-cycle growth; 1 % allows for the 0.25 nm lateral grid.
cycle_volume = grow_by_cycles(L, 0.25, 8, 5)
V = square_volume(L, h)
assert close(cycle_volume, V, 0.01)

# Exposed area from the change in numerically integrated volume.
dh = 0.5
area_numeric = (quadrature_pieces(L, h + dh).sum()
                - quadrature_pieces(L, h - dh).sum()) / (2 * dh)
S = exposed_area(L, h)
assert close(area_numeric, S, 2e-3)

# Thickness at which the lateral excess equals the straight column.
x_cross = (-PI + np.sqrt(PI**2 + 8 * PI / 3)) / (4 * PI / 3)
h_cross = x_cross * L
assert close(quadrature_pieces(L, h_cross).sum(), 2 * L**2 * h_cross, 1e-3)

# Pad with rounded lithographic corners.
A_round = L**2 - (4 - PI) * corner_radius**2
P_round = 4 * L - (8 - 2 * PI) * corner_radius
V_round = convex_pad_volume(A_round, P_round, h)
assert close(quadrature_rounded_pad(L, h, corner_radius), V_round, 1e-3)

# Pad standing above the inert plane, and its footprint.
footprint = L**2 + 4 * L * h + PI * h**2
V_proud = V + proud * (4 * L * h + PI * h**2)
assert close(quadrature_proud_pad(L, h, proud), V_proud, 1e-3)
x, y, cell = quadrant_grid(L, h)
covered = np.hypot(np.maximum(x - L / 2, 0), np.maximum(y - L / 2, 0)) <= h
assert close(4 * cell * covered.sum(), footprint, 1e-3)

# Cubic facets; node sums count an extra half cell at the vertical rim.
V_cubic = h * (L + 2 * h)**2
V_cubic_numeric = grow_by_cycles(L, 0.25, 8, 5, cubic=True)
assert close(V_cubic_numeric, V_cubic, 0.015)

# Neighbouring films must remain separate.
gap = pitch - L - 2 * h
assert gap > 0

atom_density = 4 / lattice**3
V_delay = square_volume(L, h - delay_cycles * g)
stray_count = stray_density_cm2 * 1e-14 * (pitch**2 - footprint)
V_stray = stray_count * 2 * PI * h**3 / 3
atomic_volume_m3 = 1e-27 / atom_density
mu_edge = surface_energy * atomic_volume_m3 / (h * 1e-9) / constants.e
mu_corner = 2 * mu_edge
kT = constants.k * temperature / constants.e


def percent(change):
    return 100 * change / V


print(f"pad side L = {L:.1f} nm")
print(f"film thickness h = {h:.1f} nm")
print(f"growth per cycle (rough) = {g:.3f} nm")
print(f"number of cycles = {h / g:.0f}")
print(f"pad pitch = {pitch:.1f} nm")
print(f"Pt lattice constant (rough) = {lattice:.3f} nm")
print(f"Pt atomic density = {atom_density:.1f} nm^-3")
print(f"column above pad = {terms[0]:.1f} nm^3")
print(f"four quarter cylinders = {terms[1]:.1f} nm^3")
print(f"four quarter hemispheres = {terms[2]:.1f} nm^3")
print(f"total volume, formula = {V:.1f} nm^3")
print(f"total volume, quadrature = {pieces.sum():.1f} nm^3")
print(f"total volume, 5 coarse cycles = {cycle_volume:.1f} nm^3")
print(f"total volume = {V * 1e-21:.4e} cm^3")
print(f"total / column volume = {V / terms[0]:.4f}")
print(f"corner share of total = {percent(terms[2]):.2f} %")
print(f"Pt atoms deposited = {V * atom_density:.3e}")
print(f"exposed area at end, formula = {S:.1f} nm^2")
print(f"exposed area at end, numerical = {area_numeric:.1f} nm^2")
print(f"initial uptake rate = {g * L**2 * atom_density:.0f} atoms/cycle")
print(f"final uptake rate = {g * S * atom_density:.0f} atoms/cycle")
print(f"final / initial uptake rate = {S / L**2:.3f}")
print(f"footprint = {footprint:.1f} nm^2")
print(f"gap left between films = {gap:.1f} nm")
print(f"h/L where excess equals column = {x_cross:.4f}")
print(f"h where excess equals column = {h_cross:.2f} nm")
print(f"assumed pad-corner radius = {corner_radius:.1f} nm")
print(f"volume with rounded pad = {V_round:.1f} nm^3")
print(f"change from pad rounding = {percent(V_round - V):.2f} %")
print(f"assumed proud height = {proud:.1f} nm")
print(f"volume on proud pad = {V_proud:.1f} nm^3")
print(f"change from proud pad = {percent(V_proud - V):.2f} %")
print(f"volume with cubic facets = {V_cubic:.1f} nm^3")
print(f"cubic volume, coarse cycles = {V_cubic_numeric:.1f} nm^3")
print(f"change from cubic facets = {percent(V_cubic - V):.2f} %")
print(f"assumed incubation = {delay_cycles:d} cycles")
print(f"volume after incubation loss = {V_delay:.1f} nm^3")
print(f"change from incubation = {percent(V_delay - V):.2f} %")
print(f"assumed stray nuclei density = {stray_density_cm2:.1e} cm^-2")
print(f"stray nuclei per pitch cell = {stray_count:.3f}")
print(f"stray volume, upper estimate = {V_stray:.1f} nm^3")
print(f"stray / selective volume = {percent(V_stray):.2f} %")
print(f"process temperature (rough) = {temperature:.0f} K")
print(f"Pt surface energy (rough) = {surface_energy:.1f} J/m^2")
print(f"capillary energy on edges = {mu_edge:.4f} eV/atom")
print(f"capillary energy at corners = {mu_corner:.4f} eV/atom")
print(f"thermal energy kT = {kT:.4f} eV")
print(f"corner capillary energy / kT = {mu_corner / kT:.3f}")
print("done: every assertion held")
```

Printed output:

```
pad side L = 40.0 nm
film thickness h = 10.0 nm
growth per cycle (rough) = 0.050 nm
number of cycles = 200
pad pitch = 100.0 nm
Pt lattice constant (rough) = 0.392 nm
Pt atomic density = 66.4 nm^-3
column above pad = 16000.0 nm^3
four quarter cylinders = 12566.4 nm^3
four quarter hemispheres = 2094.4 nm^3
total volume, formula = 30660.8 nm^3
total volume, quadrature = 30660.9 nm^3
total volume, 5 coarse cycles = 30384.6 nm^3
total volume = 3.0661e-17 cm^3
total / column volume = 1.9163
corner share of total = 6.83 %
Pt atoms deposited = 2.036e+06
exposed area at end, formula = 4741.6 nm^2
exposed area at end, numerical = 4742.1 nm^2
initial uptake rate = 5312 atoms/cycle
final uptake rate = 15743 atoms/cycle
final / initial uptake rate = 2.963
footprint = 3514.2 nm^2
gap left between films = 40.0 nm
h/L where excess equals column = 0.2698
h where excess equals column = 10.79 nm
assumed pad-corner radius = 5.0 nm
volume with rounded pad = 29772.0 nm^3
change from pad rounding = -2.90 %
assumed proud height = 1.0 nm
volume on proud pad = 32574.9 nm^3
change from proud pad = 6.24 %
volume with cubic facets = 36000.0 nm^3
cubic volume, coarse cycles = 36300.6 nm^3
change from cubic facets = 17.41 %
assumed incubation = 10 cycles
volume after incubation loss = 28336.8 nm^3
change from incubation = -7.58 %
assumed stray nuclei density = 1.0e+10 cm^-2
stray nuclei per pitch cell = 0.649
stray volume, upper estimate = 1358.4 nm^3
stray / selective volume = 4.43 %
process temperature (rough) = 573 K
Pt surface energy (rough) = 2.5 J/m^2
capillary energy on edges = 0.0235 eV/atom
capillary energy at corners = 0.0470 eV/atom
thermal energy kT = 0.0494 eV
corner capillary energy / kT = 0.952
done: every assertion held
```
